# Inverting Orbitals to a Local Potential and Localizing Hartree–Fock Exchange, part 2

The problem is to find a local exchange potential \(v_x\) such that the lowest orbitals of \(v_{\rm ext}+v_{\rm H}+v_x\), called Kohn–Sham (KS) orbitals, have the Hartree–Fock (HF) density \(n_{\rm HF}\). It is assumed that such a potential exists. Hartree atomic units are used. The orbitals \(\phi_i\) are real and orthonormal, with eigenvalues \(\varepsilon_i\) and occupations \(f_i\), equal to 2 for closed shells. Define

\[
n=\sum_i f_i\phi_i^2,\qquad
\bar\varepsilon=\frac1n\sum_i f_i\varepsilon_i\phi_i^2,
\]

\[
\tau_L=-\tfrac12\sum_i f_i\,\phi_i\nabla^2\phi_i ,\qquad
\tau=\tfrac12\sum_i f_i\,|\nabla\phi_i|^2 .
\]

Here \(v_{\rm ext}\) is the external potential and \(v_{\rm H}\) the Hartree potential of \(n_{\rm HF}\). The Slater potential \(v_{\rm S}\), the orbital average of the HF exchange operator, is

\[
v_{\rm S}(\mathbf r)=-\frac{1}{2n_{\rm HF}(\mathbf r)}\int\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r' ,\qquad
\gamma(\mathbf r,\mathbf r')=2\sum_j\phi_j(\mathbf r)\phi_j(\mathbf r').
\]

Three earlier results are needed: the inversion formula, the relation between the kinetic energy densities, and the HF identity.

\[
v=\bar\varepsilon-\frac{\tau_L}{n}\quad\text{for orbitals of one local potential},\qquad
\tau_L=\tau-\tfrac14\nabla^2n,
\]

\[
\bar\varepsilon_{\rm HF}-\frac{\tau_{L,\rm HF}}{n_{\rm HF}}=v_{\rm ext}+v_{\rm H}+v_{\rm S}\quad\text{for closed-shell HF orbitals}.
\]

In part (e), the inversion formula for the KS orbitals and the HF identity were subtracted. The density Laplacians cancelled because the densities were assumed equal, which gave

\[
\boxed{\,v_x=v_{\rm S}+\bigl(\bar\varepsilon_{\rm KS}-\bar\varepsilon_{\rm HF}\bigr)
+\Bigl(\frac{\tau_{\rm HF}}{n_{\rm HF}}-\frac{\tau_{\rm KS}}{n_{\rm KS}}\Bigr)\,}
\]

The additive constant in \(v_x\) is chosen by requiring the highest occupied KS and HF eigenvalues to be equal.

The example is the beryllium atom, 1s²2s², with nuclear charge 4 and a fixed point nucleus, in nonrelativistic restricted HF theory without correlation. It sits in a hard sphere of radius \(R=14\) bohr, and the equations are solved on a polynomial grid with 59 interior nodes. The radial functions \(u_i\) and radial density \(\rho\) are defined by \(\phi_i=u_i/(\sqrt{4\pi}\,r)\) and \(\rho=4\pi r^2n=2\sum_iu_i^2\).

### (f) An equation that must be iterated

**Question.** The right-hand side of the formula depends on \(v_x\) through the KS orbitals. Starting from a trial potential, by how much does one evaluation of the right-hand side change it? What would happen if \(\tau_L\) were kept in place of \(\tau\)?

**Solution.** Let \(v_x^{\rm old}\) be the trial potential, with KS quantities computed from it, and let \(\Delta\) be the highest occupied HF eigenvalue minus the KS one. Adding \(\Delta\) to all KS eigenvalues aligns them, so the new potential is

\[
v_x^{\rm new}=v_{\rm S}+\bar\varepsilon_{\rm KS}+\Delta-\bar\varepsilon_{\rm HF}
+\frac{\tau_{\rm HF}}{n_{\rm HF}}-\frac{\tau_{\rm KS}}{n_{\rm KS}} .
\]

The HF identity, written with \(\tau\), states that

\[
v_{\rm S}-\bar\varepsilon_{\rm HF}+\frac{\tau_{\rm HF}}{n_{\rm HF}}
=\frac{\nabla^2n_{\rm HF}}{4n_{\rm HF}}-v_{\rm ext}-v_{\rm H} .
\]

The inversion formula for the old potential, also written with \(\tau\), states that

\[
\bar\varepsilon_{\rm KS}-\frac{\tau_{\rm KS}}{n_{\rm KS}}
=v_{\rm ext}+v_{\rm H}+v_x^{\rm old}-\frac{\nabla^2n_{\rm KS}}{4n_{\rm KS}} .
\]

Adding the two lines and the constant \(\Delta\) gives

\[
v_x^{\rm new}-v_x^{\rm old}=\frac14\left(\frac{\nabla^2n_{\rm HF}}{n_{\rm HF}}-\frac{\nabla^2n_{\rm KS}}{n_{\rm KS}}\right)+\Delta .
\]

The update is driven by the mismatch of the two densities. A test that starts from \(v_x=v_{\rm S}\) for beryllium compares both sides between 0.05 and 8 bohr, with the right-hand side computed from the densities and \(\Delta\) alone. The largest difference is \(2\times10^{-5}\) hartree.

With \(\tau_L\) in both places, the HF terms would combine to \(-v_{\rm ext}-v_{\rm H}\), and the KS terms to \(v_{\rm ext}+v_{\rm H}+v_x^{\rm old}\). The result would be \(v_x^{\rm new}=v_x^{\rm old}+\Delta\): the old potential comes back, whatever it was. The cancellation of the Laplacians in part (e) assumed equal densities, and that assumption is what brings the HF density into the iteration.

### (g) What a fixed point guarantees

**Question.** Suppose that the iteration has stopped, \(v_x^{\rm new}=v_x^{\rm old}\). Show for a spherical atom that \(\Delta=0\) and that the KS density equals the HF density.

**Solution.** Write \(w=\nabla^2n/n\) for each density. The fixed-point condition is \(w_{\rm KS}=w_{\rm HF}+4\Delta\). Consider

\[
W(r)=r^2\bigl(n_{\rm HF}\,n_{\rm KS}'-n_{\rm KS}\,n_{\rm HF}'\bigr).
\]

For a spherical function \(r^2\nabla^2n=(r^2n')'\). The products \(r^2n_{\rm HF}'n_{\rm KS}'\) cancel on differentiation, so

\[
W'=r^2\bigl(n_{\rm HF}\nabla^2n_{\rm KS}-n_{\rm KS}\nabla^2n_{\rm HF}\bigr)
=4\Delta\,r^2n_{\rm HF}n_{\rm KS}.
\]

At the nucleus both densities and their slopes are finite, hence \(W(0)=0\). At the wall both densities vanish and their slopes are finite, hence \(W(R)=0\). For a free atom, exponential decay has the same effect at infinity. Integration from the nucleus to the outer boundary gives

\[
0=4\Delta\int_0^Rr^2n_{\rm HF}n_{\rm KS}\,dr .
\]

The integral is positive, so \(\Delta=0\). Then \(W'=0\), and \(W\) keeps its initial value zero. The ratio of the densities therefore has the derivative

\[
\left(\frac{n_{\rm KS}}{n_{\rm HF}}\right)'=\frac{W}{r^2n_{\rm HF}^2}=0 .
\]

The ratio is constant, and since both densities contain the same number of electrons, it is one.

The argument does not show that a fixed point exists, which is the representability assumption, nor that repeated updates lead to it. A remedy for slow updates is Newton's method. Let \(G(v_x)\) denote the right-hand side, including \(\Delta\). A correction \(\delta v\) is sought for which \(G(v_x+\delta v)=v_x+\delta v\) to first order:

\[
\delta v-\delta G=G(v_x)-v_x .
\]

The change \(\delta G\) follows from first-order perturbation theory for the radial orbitals,

\[
\delta\varepsilon_i=\int_0^Ru_i^2\,\delta v\,dr,\qquad
\delta u_i=\sum_{a\ne i}u_a\,\frac{\int_0^Ru_a\,\delta v\,u_i\,dr}{\varepsilon_i-\varepsilon_a},
\]

where \(a\) runs over all other s states on the grid. The HF terms are fixed, so \(\delta G=\delta\bar\varepsilon_{\rm KS}-\delta(\tau_{\rm KS}/n_{\rm KS})-\delta\varepsilon_{\rm 2s}\). The radial forms are

\[
\bar\varepsilon_{\rm KS}=\frac{2}{\rho}\sum_i\varepsilon_iu_i^2,\qquad
\frac{\tau_{\rm KS}}{n_{\rm KS}}=\frac1\rho\sum_i\Bigl(u_i'-\frac{u_i}{r}\Bigr)^2,
\]

and the quotient rule makes \(\delta G\) a linear function of \(\delta v\). On the grid this is a set of linear equations.

### (h) Beryllium: convergence and shape of the potential

**Question.** Solve the equation for beryllium, starting from \(v_x=v_{\rm S}\). How well is the HF density reproduced? Explain the correction to the Slater potential in the core, between the shells and in the tail.

**Solution.** The density error is \(\int|n_{\rm KS}-n_{\rm HF}|\,d\mathbf r\), to be compared with four electrons in all. It is 0.316 electrons at the start. Thirty updates, each taken with half its length, reduce it to 0.035 electrons, and ten Newton steps, each scaled down if needed so that the potential changes by at most 0.5 hartree at any node, then bring it to \(3\times10^{-8}\) electrons. A test with a separate finite-difference solver in the final potential finds an error of \(9\times10^{-5}\) electrons, within the tolerance set for its coarser treatment.

In this example the thirty half-length updates gain a factor of about nine, and the ten Newton steps gain six orders of magnitude.

All potentials are in hartree; the third and fourth columns are the two corrections in the formula for \(v_x\).

| \(r\) (bohr) | \(v_{\rm S}\) | eigenvalue | kinetic | \(v_x\) |
|---|---|---|---|---|
| 0.104 | −3.462 | 0.601 | −0.000 | −2.862 |
| 0.299 | −2.567 | 0.601 | −0.005 | −1.971 |
| 0.633 | −1.516 | 0.607 | −0.017 | −0.926 |
| 0.964 | −0.812 | 0.384 | 0.094 | −0.334 |
| 1.556 | −0.428 | −0.000 | −0.005 | −0.433 |
| 2.044 | −0.387 | −0.001 | −0.001 | −0.390 |
| 4.919 | −0.202 | −0.000 | 0.000 | −0.202 |

**Core.** Where one orbital holds nearly all the density, \(\bar\varepsilon\) is close to its eigenvalue. Moreover \(n\simeq2\phi^2\) gives \(\nabla\phi/\phi\simeq\nabla n/(2n)\), so

\[
\frac\tau n\simeq\frac{|\nabla\phi|^2}{2\phi^2}\simeq\frac{|\nabla n|^2}{8n^2},
\]

which is the same for two systems of equal density. The kinetic correction is therefore small, and the eigenvalue correction is close to the difference of the 1s eigenvalues:

\[
\varepsilon_{\rm 1s}^{\rm KS}-\varepsilon_{\rm 1s}^{\rm HF}=-4.1255-(-4.7327)=0.607\ \text{hartree}.
\]

The table has 0.60 to 0.61 hartree in the three innermost rows.

**Between the shells.** Let \(p\) be the fraction of the density at a point that belongs to 1s. Then \(\bar\varepsilon=\varepsilon_{\rm 2s}+p\,(\varepsilon_{\rm 1s}-\varepsilon_{\rm 2s})\). At \(r=0.964\) bohr, with \(\varepsilon_{\rm 2s}=-0.3093\) hartree in both systems,

\[
p_{\rm HF}=\frac{-3.1975+0.3093}{-4.7327+0.3093}=0.653 .
\]

The KS average is \(-3.1975+0.3843=-2.8132\) hartree, so

\[
p_{\rm KS}=\frac{-2.8132+0.3093}{-4.1255+0.3093}=0.656 .
\]

The two systems divide the density between the shells in almost the same way. The eigenvalue correction is smaller than in the core mainly because 1s holds about two thirds of the density here: \(0.653\times0.607=0.396\) hartree, close to the tabulated 0.384 hartree.

Between 0.964 and 1.556 bohr the Slater potential rises by \(0.812-0.428=0.384\) hartree. The sum of the corrections falls from 0.478 to −0.005 hartree, that is, by 0.483 hartree. The exchange potential is therefore about 0.10 hartree lower at the outer of these two radii, and it rises again farther out. This hump between the shells is absent from the tabulated values of \(v_{\rm S}\). Both corrections shape it. The eigenvalue term falls where the density passes from 1s to 2s, and the kinetic term is positive where the two shells overlap, which makes the hump higher. How the drop divides between them depends on the radii compared. For the two rows used here, the fall of the eigenvalue term, from 0.384 hartree to nearly zero, offsets the rise of \(v_{\rm S}\), and the net drop is close to the fall of the kinetic term, from 0.094 to −0.005 hartree. The one-orbital argument that makes the kinetic term small in the core does not apply at 0.964 bohr, where two orbitals share the density.

**Tail.** Far out, 2s holds nearly all the density in both systems. The kinetic terms cancel by the argument given for the core, and the eigenvalue terms cancel because the 2s eigenvalues were made equal. In the Slater potential \(\gamma\simeq2\phi_{\rm 2s}(\mathbf r)\phi_{\rm 2s}(\mathbf r')\) leaves

\[
v_x\simeq v_{\rm S}\simeq-\int\frac{\phi_{\rm 2s}(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r'\simeq-\frac1r ,
\]

since nearly all of the 2s charge lies inside \(r\). At \(r=8.126\) bohr the computed product \(rv_x\) is \(-1.000\) hartree bohr. The choice of constant in part (e) is thus the one for which \(v_x\) tends to zero far from a free atom. The argument requires that the highest orbital dominate in the direction considered, which holds for an s orbital in every direction.

### (i) Same density, different determinants

**Question.** The HF and KS determinants of beryllium have the same density. Which has the lower kinetic energy, which has the lower HF energy, and what does the comparison say about exchange?

**Solution.** The KS orbitals are the two lowest s states of \(v_s=v_{\rm ext}+v_{\rm H}+v_x\). Doubly occupied, they minimize \(T+\int v_sn\,d\mathbf r\), with \(T\) the kinetic energy, among closed-shell determinants built from s orbitals. The HF determinant is one of these, so

\[
T_{\rm KS}+\int v_sn_{\rm KS}\,d\mathbf r\le T_{\rm HF}+\int v_sn_{\rm HF}\,d\mathbf r .
\]

The densities are equal, the integrals cancel, and \(T_{\rm KS}\le T_{\rm HF}\). The computed difference \(T_{\rm HF}-T_{\rm KS}\) is 0.561 millihartree.

The energy of a closed-shell determinant, as HF theory evaluates it, is

\[
E=T+\int v_{\rm ext}n\,d\mathbf r+\tfrac12\int v_{\rm H}n\,d\mathbf r+E_x,\qquad
E_x=-\frac14\iint\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

The HF determinant minimizes \(E\), so the KS determinant cannot lie below it. The computed excess is 0.591 millihartree. The external and Hartree energies depend on the density alone and are the same for both, which leaves

\[
E_x^{\rm KS}-E_x^{\rm HF}=(E_{\rm KS}-E_{\rm HF})+(T_{\rm HF}-T_{\rm KS})
=0.591+0.561=1.152\ \text{millihartree}.
\]

The HF determinant accepts a slightly higher kinetic energy in return for a lower exchange energy, the gain being about twice the cost.

These differences are small beside the change in the 1s eigenvalue, which is \(-4.733\) hartree in HF theory and \(-4.125\) hartree (\(-112.26\) eV) in the local potential. The 2s eigenvalue is \(-0.3093\) hartree (\(-8.42\) eV) in both, by the choice of constant. Localizing the exchange operator in this sense preserves the density and the highest occupied eigenvalue. It does not preserve the orbitals, the deeper eigenvalue or the energy of the determinant. Nor is \(v_x\) defined by minimizing \(E\): the local potential that does so gives an energy at most equal to the one found here, and its density need not be the HF density. The numerical output lists the values used above with further digits.

## Table of computed values

```
Nuclear charge 4, sphere radius 14.0 bohr, interior nodes 59
HF energy, grid: -14.573022 hartree
HF energy, Gaussian basis: -14.572999 hartree
HF eigenvalues 1s, 2s: -4.73266, -0.30927 hartree
KS eigenvalues 1s, 2s: -4.12547, -0.30927 hartree
KS 1s eigenvalue: -112.260 eV
Common 2s eigenvalue: -8.416 eV
Formula on HF orbitals at r = 0.9637 bohr (hartree):
  eigenvalue average -3.19754, tau_L/n -1.20382
  their difference -1.99372, direct quadrature -1.99372
  parts: v_ext -4.15063, v_H 2.96877, v_S -0.81186
Largest mismatch of update and Laplacian rule: 1.8e-05 hartree
Density error = integral of |n_KS - n_HF|, in electrons:
  with v_S alone: 0.31641
  after 30 half-step updates: 3.49e-02
  after 10 further Newton steps: 3.2e-08
  final potential, finite-difference solver: 8.7e-05
Residual of the v_x equation for r < 10 bohr: 2.7e-12 hartree
r (bohr) | v_S | eigenvalue term | kinetic term | v_x (hartree)
  0.1041 | -3.4624 | 0.6006 | -0.0004 | -2.8622
  0.2992 | -2.5669 | 0.6007 | -0.0052 | -1.9714
  0.6329 | -1.5156 | 0.6066 | -0.0171 | -0.9261
  0.9637 | -0.8119 | 0.3843 | 0.0940 | -0.3336
  1.5556 | -0.4282 | -0.0002 | -0.0049 | -0.4334
  2.0436 | -0.3874 | -0.0011 | -0.0011 | -0.3895
  2.9148 | -0.3162 | -0.0000 | -0.0000 | -0.3163
  4.9189 | -0.2020 | -0.0000 | 0.0000 | -0.2020
  8.1258 | -0.1231 | -0.0000 | 0.0000 | -0.1231
r*v_x at r = 8.1258 bohr: -0.9999 (hartree bohr)
Kinetic energy HF: 14.573036 hartree, KS: 14.572474 hartree
T_HF - T_KS: 0.5613 millihartree
HF energy of KS determinant minus E_HF: 0.5910 millihartree
```
